**Electronic friction, force noise and vibrational lifetime for a level at a metal surface**

The program tests the friction tensor $\gamma_{ij}=\pi\sum_{kl}(-f'_k)\delta(\varepsilon_k-\varepsilon_l)(A_i)_{kl}(A_j)_{lk}$ and the noise spectrum $S_{ij}=\omega\coth(\omega/2kT)\gamma_{ij}(\omega)$. Here $A_i=\partial h/\partial R_i$ is the derivative of the one-electron Hamiltonian, $f_k$ is the Fermi occupation of the orbital with energy $\varepsilon_k$, and $kT$ is the thermal energy. It asserts that the force correlator agrees with a many-body trace, and that time integrals for a long chain reproduce the one-level friction and noise formulas at two frequencies. Real-time propagation under a moving level gives 0.9860 and 0.9969 of the friction work for the faster and slower pulse. Further assertions cover the stationary Boltzmann distribution, the phase-shift formula, the frequency and temperature corrections, the quantum rate ladder and the linewidth. In the worked example the small-amplitude lifetime is 1.900 ps with the level at the Fermi energy and 7.599 ps with the level one half-width away. At large amplitude the program asserts the cycle-averaged decay law and compares it with a damped trajectory, whose final energy is 1.0055 times the predicted one.

## Program and output

```python
"""
Electronic friction and noise for nuclei at a metal surface (hbar = 1).
Result under test, with A_i = dh/dR_i for a one-body Hamiltonian h(R):
  friction  gamma_ij = pi sum_kl (-f'(e_k)) delta(e_k-e_l) (A_i)_kl (A_j)_lk
  noise     S_ij(w)  = w coth(w/2kT) gamma_ij(w)  ->  2 kT gamma_ij
For one level e_a(R) of half-width Delta(R) in a metal, per spin:
  gamma_ij = pi int de (-f') rho_a^2 w_i w_j,
  w_i = de_a/dR_i + (e-e_a) dln(Delta)/dR_i
and a vibration of mass M has the energy lifetime M/gamma.
f: Fermi function, rho_a: level density of states, Fermi energy = 0.
Chain tests: hopping = 1, length unit l, one spin.
Worked example: Hartree atomic units, two spins, wide band.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp, trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit


def fermi(energy, kT):
    return expit(-energy / kT)


def minus_fermi_slope(energy, kT):
    return fermi(energy, kT) * fermi(-energy, kT) / kT


# ---------- force correlator from orbitals, tested in Fock space ----------
def force_correlator(energies, rows, kT, A_i, A_j, times):
    """<A_i(t) A_j(0)> - <A_i><A_j>; rows = orbital amplitudes on sites."""
    occ = fermi(energies, kT)
    n = rows.shape[0]
    pairs = np.einsum('mk,nk->kmn', rows, rows).reshape(len(energies), n * n)
    phase = np.exp(1j * np.outer(times, energies))
    filled = (phase @ (occ[:, None] * pairs)).reshape(-1, n, n)
    empty = (phase.conj() @ ((1 - occ)[:, None] * pairs)).reshape(-1, n, n)
    left = np.einsum('mn,tnp->tmp', A_i, empty)
    right = np.einsum('pq,tqm->tpm', A_j, filled)
    return np.einsum('tmp,tpm->t', left, right)


rng = np.random.default_rng(4)


def random_symmetric(n):
    a = rng.normal(size=(n, n))
    return (a + a.T) / 2


h_small, A_small, B_small = (random_symmetric(3) for _ in range(3))
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = [np.kron(np.kron(lower, one), one),
              np.kron(np.kron(sign, lower), one),
              np.kron(np.kron(sign, sign), lower)]


def many_body(matrix):
    return sum(matrix[m, n] * annihilate[m].T @ annihilate[n]
               for m in range(3) for n in range(3))


H_fock, A_fock, B_fock = map(many_body, (h_small, A_small, B_small))
kT_fock, t_fock = 0.7, 1.3
weight = expm(-H_fock / kT_fock)
weight /= np.trace(weight)
U_fock = expm(-1j * H_fock * t_fock)
direct = (np.trace(weight @ U_fock.conj().T @ A_fock @ U_fock @ B_fock)
          - np.trace(weight @ A_fock) * np.trace(weight @ B_fock))
e_small, v_small = np.linalg.eigh(h_small)
wick = force_correlator(e_small, v_small, kT_fock, A_small, B_small,
                        np.array([t_fock]))[0]
assert abs(direct - wick) < 1e-10

# ---------- level on a chain: friction and noise from time integrals ------
V_chain, kT_chain = 0.5, 0.05


def chain_hamiltonian(n_sites, level):
    hop = np.ones(n_sites - 1)
    hop[0] = V_chain
    h = np.diag(hop, 1) + np.diag(hop, -1)
    h[0, 0] = level
    return h


def chain_density(energy, level):
    self_energy = V_chain**2 * (energy - 1j * np.sqrt(4 - energy**2)) / 2
    return -np.imag(1 / (energy - level - self_energy)) / np.pi


def chain_friction(level, level_slopes, log_width_slopes, freq=0.0):
    e = np.linspace(-1.6, 1.5, 3101)
    if freq == 0:
        window = minus_fermi_slope(e, kT_chain)
    else:
        window = (fermi(e, kT_chain) - fermi(e + freq, kT_chain)) / freq
    rho2 = chain_density(e, level) * chain_density(e + freq, level)
    w = [a + b * (e + freq / 2 - level)
         for a, b in zip(level_slopes, log_width_slopes)]
    return np.array([[np.pi * trapezoid(window * rho2 * wi * wj, e)
                      for wj in w] for wi in w])


level_chain = 0.1
e_chain, v_chain = np.linalg.eigh(chain_hamiltonian(600, level_chain))
log_hop_slope = 0.8
force_ops = [np.array([[1.0, 0.0], [0.0, 0.0]]),
             np.array([[0.3, log_hop_slope * V_chain],
                       [log_hop_slope * V_chain, 0.0]])]
times = np.linspace(0, 250, 5001)
corr = [[force_correlator(e_chain, v_chain[:2], kT_chain, a, b, times)
         for b in force_ops] for a in force_ops]
test_freq = 0.2
tensor_time = {}
noise_time = {}
for freq in (0.0, test_freq):
    kernel = times if freq == 0 else np.sin(freq * times) / freq
    gam = np.array([[-2 * simpson(kernel * c.imag, x=times) for c in row]
                    for row in corr])
    noise = np.array([[2 * simpson(np.cos(freq * times) * c.real, x=times)
                       for c in row] for row in corr])
    formula = chain_friction(level_chain, [1.0, 0.3],
                             [0.0, 2 * log_hop_slope], freq)
    factor = (2 * kT_chain if freq == 0
              else freq / np.tanh(freq / (2 * kT_chain)))
    scale = np.abs(formula).max()
    assert np.abs(gam - formula).max() < 1e-3 * scale
    assert np.abs(noise - factor * formula).max() < 1e-3 * factor * scale
    tensor_time[freq], noise_time[freq] = gam, noise
tensor_eigs = np.linalg.eigvalsh(tensor_time[0.0])
assert tensor_eigs[0] > 0

# ---------- real-time electrons under a moving level ----------------------
start_level, sweep = 0.25, -0.5
e_move, v_move = np.linalg.eigh(chain_hamiltonian(450, start_level))


def absorbed_energy(width, dt=0.2):
    """Energy given to electrons by a Gaussian out-and-back level pulse."""
    occ = fermi(e_move, kT_chain)
    keep = occ > 1e-9
    state = np.eye(len(e_move), dtype=complex)[:, keep]
    site = v_move[0]
    phase = np.exp(-1j * e_move * dt)[:, None]
    for t in np.arange(-4 * width + dt / 2, 4 * width, dt):
        shift = sweep * np.exp(-t**2 / (2 * width**2))
        kick = np.exp(-1j * shift * dt) - 1
        state += np.outer(kick * site, site @ state)
        state *= phase
    final = np.abs(state)**2 @ occ[keep]
    return e_move @ final - e_move[keep] @ occ[keep]


def friction_work(width):
    t = np.linspace(-4 * width, 4 * width, 401)
    pulse = sweep * np.exp(-t**2 / (2 * width**2))
    speed = -t / width**2 * pulse
    gam = [chain_friction(start_level + s, [1.0], [0.0])[0, 0] for s in pulse]
    return trapezoid(np.array(gam) * speed**2, t)


pulse_widths = (20.0, 40.0)
work_real = [absorbed_energy(w) for w in pulse_widths]
work_friction = [friction_work(w) for w in pulse_widths]
work_ratio = [a / b for a, b in zip(work_real, work_friction)]
assert abs(work_ratio[1] - 1) < 0.04  # finite-speed correction remains
assert abs(work_ratio[1] - 1) < abs(work_ratio[0] - 1)

# ---------- noise strength that keeps the Boltzmann distribution ----------
x1, x2, p1, p2 = sp.symbols('x1 x2 p1 p2', real=True)
m1, m2, T, strength = sp.symbols('m1 m2 T strength', positive=True)
xs, ps, ms = (x1, x2), (p1, p2), (m1, m2)
U = sp.Function('U')(x1, x2)
g11, g12, g22 = (sp.Function(s)(x1, x2) for s in ('g11', 'g12', 'g22'))
G = sp.Matrix([[g11, g12], [g12, g22]])
boltz = sp.exp(-(p1**2 / (2 * m1) + p2**2 / (2 * m2) + U) / T)
change = 0
for i in range(2):
    change += (-ps[i] / ms[i] * sp.diff(boltz, xs[i])
               + sp.diff(U, xs[i]) * sp.diff(boltz, ps[i]))
    for j in range(2):
        change += sp.diff(G[i, j] * (ps[j] / ms[j] * boltz
                          + strength * T * sp.diff(boltz, ps[j])), ps[i])
residual = sp.expand(sp.simplify(change / boltz))
assert residual != 0
assert sp.simplify(residual.subs(strength, 1)) == 0
assert sp.simplify(residual.subs(strength, 2)) != 0

# ---------- worked example: wide band, atomic units, two spins ------------
mass, omega, half_width, slope = 50000.0, 0.001, 0.05, 0.05
width_slope, temperature = -0.025, 300.0
hartree = const.physical_constants['Hartree energy'][0]
time_ps = const.physical_constants['atomic unit of time'][0] * 1e12
hartree_meV = hartree / const.e * 1e3
kT = const.k * temperature / hartree


def density(energy, level):
    return half_width / np.pi / ((energy - level)**2 + half_width**2)


def friction_zero_T(level, dwidth=0.0):
    w = slope - level * dwidth / half_width
    return 2 * np.pi * density(0.0, level)**2 * w**2


def phase_friction(level, dwidth, step=1e-4):
    def phase(x):
        return np.angle(1 / (-(level + slope * x)
                             + 1j * (half_width + dwidth * x)))
    return 2 / np.pi * ((phase(step) - phase(-step)) / (2 * step))**2


def frequency_correction(level, freq):
    return (freq**2 * (4 * level**2 - 2 * half_width**2)
            / (3 * (level**2 + half_width**2)**2))


def thermal_correction(level):
    return (2 * np.pi**2 / 3 * kT**2 * (5 * level**2 - half_width**2)
            / (level**2 + half_width**2)**2)


levels = (0.0, 0.05, 0.10)
gammas = [friction_zero_T(d) for d in levels]
lifetimes = [mass / g for g in gammas]
for d in levels:
    for dw in (0.0, width_slope):
        assert abs(phase_friction(d, dw) / friction_zero_T(d, dw) - 1) < 1e-5
    big = 0.005  # quadrature at zero temperature and finite frequency
    gam_freq = 2 * np.pi * slope**2 / big * quad(
        lambda e: density(e, d) * density(e + big, d), -big, 0,
        epsabs=1e-13, epsrel=1e-11)[0]
    assert abs(gam_freq / friction_zero_T(d) - 1
               - frequency_correction(d, big)) < 1e-4
gamma_with_width = friction_zero_T(levels[1], width_slope)

# Golden-rule ladder of the quantum oscillator at 300 K
e_grid = np.linspace(-45 * kT, 45 * kT, 9001)
ladder_ratio = []
thermal_ratio = []
for d in levels:
    rho2 = density(e_grid, d) * density(e_grid + omega, d)
    f0, f1 = fermi(e_grid, kT), fermi(e_grid + omega, kT)
    golden = 2 * np.pi * 2 * slope**2 / (2 * mass * omega)
    down = golden * trapezoid(rho2 * f0 * (1 - f1), e_grid)
    up = golden * trapezoid(rho2 * f1 * (1 - f0), e_grid)
    n = np.arange(60)
    leave = n * down + (n + 1) * up
    leave[-1] = n[-1] * down
    link = n[1:] * np.sqrt(up * down)
    relax = np.linalg.eigvalsh(np.diag(leave) - np.diag(link, 1)
                               - np.diag(link, -1))
    assert abs(relax[0]) < 1e-9 * relax[1]
    ratio = relax[1] * mass / friction_zero_T(d)
    expected = 1 + thermal_correction(d) + frequency_correction(d, omega)
    assert abs(ratio - expected) < 1e-4
    bose = 1 / np.expm1(omega / kT)
    assert abs(down / (relax[1] * (bose + 1)) - 1) < 1e-6
    assert abs(up / (relax[1] * bose) - 1) < 1e-6
    ladder_ratio.append(ratio)
    thermal_ratio.append(
        2 * np.pi * slope**2 * trapezoid(
            minus_fermi_slope(e_grid, kT) * density(e_grid, d)**2, e_grid)
        / friction_zero_T(d))
    assert abs(thermal_ratio[-1] - 1 - thermal_correction(d)) < 1e-4

# Full width of the absorption line of the damped oscillator
eta = gammas[0] / mass


def absorption(w):
    return w * np.imag(1 / (omega**2 - w**2 - 1j * w * eta))


peak = absorption(omega)
left = brentq(lambda w: absorption(w) - peak / 2, 0.5 * omega, omega)
right = brentq(lambda w: absorption(w) - peak / 2, omega, 1.5 * omega)
assert abs((right - left) / eta - 1) < 1e-8

# Large amplitude, level centred on the Fermi energy
tau0 = lifetimes[0]
energy_c = mass * omega**2 * half_width**2 / (2 * slope**2)
energy_start = 3 * energy_c
amplitude = np.sqrt(2 * energy_start / (mass * omega**2))
angles = np.linspace(0, 2 * np.pi, 2000, endpoint=False)
cycle_rate = 2 / mass * np.mean(
    friction_zero_T(slope * amplitude * np.cos(angles)) * np.sin(angles)**2)
slowing = 1 / np.sqrt(1 + energy_start / energy_c)
assert abs(cycle_rate * tau0 / slowing - 1) < 1e-9


def clock(energy):
    s = np.sqrt(1 + energy / energy_c)
    return 2 * s + np.log((s - 1) / (s + 1))


time_e = tau0 * (clock(energy_start) - clock(energy_start / np.e))
path = solve_ivp(
    lambda t, y: [y[1], -omega**2 * y[0]
                  - friction_zero_T(slope * y[0]) * y[1] / mass],
    (0, time_e), [amplitude, 0.0], method='DOP853', rtol=1e-9, atol=1e-12)
x_end, v_end = path.y[:, -1]
energy_end = mass * (v_end**2 + omega**2 * x_end**2) / 2
# energy ripples inside one cycle by about 1/(omega*tau0)
assert abs(energy_end * np.e / energy_start - 1) < 0.02
sweep_speed = slope * amplitude * omega / half_width**2
half_x = omega / (2 * kT)

# ---------- printed numbers -----------------------------------------------
print("CHAIN TESTS (hopping=1, length l, hbar=1, one spin)")
print(f"level {level_chain}, coupling {V_chain}, kT {kT_chain} [hopping]")
g = tensor_time[0.0]
print(f"friction 11, 12, 22: {g[0,0]:.4f} {g[0,1]:.4f} {g[1,1]:.4f} [hbar/l^2]")
print(f"tensor eigenvalues: {tensor_eigs[0]:.4f} {tensor_eigs[1]:.4f} [hbar/l^2]")
r = noise_time[0.0][0, 0] / (2 * kT_chain * g[0, 0])
print(f"noise 11 / (2 kT friction 11): {r:.6f}")
print(f"friction 11 at freq {test_freq}: {tensor_time[test_freq][0,0]:.4f} [hbar/l^2]")
print(f"moving level: start {start_level}, sweep {sweep} [hopping]")
for w, a, b, q in zip(pulse_widths, work_real, work_friction, work_ratio):
    print(f"pulse width {w:.0f} [hbar/hopping]: absorbed {a:.6f} [hopping]")
    print(f"   friction work {b:.6f} [hopping], ratio {q:.4f}")
print("WORKED EXAMPLE (two spins)")
print(f"mass {mass:.0f} [m_e], frequency {omega} [hartree]")
print(f"half-width {half_width} [hartree], slope {slope} [hartree/bohr]")
print(f"temperature {temperature:.0f} [K], kT {kT:.6f} [hartree]")
for d, gm, tau, lr, tr in zip(levels, gammas, lifetimes, ladder_ratio,
                              thermal_ratio):
    print(f"level {d:.2f} [hartree]: friction {gm:.5f} [a.u.]")
    print(f"   lifetime {tau:.0f} [a.u.] = {tau*time_ps:.3f} [ps]")
    print(f"   linewidth {hartree_meV/tau:.4f} [meV]")
    print(f"   300 K static friction / T=0 value: {tr:.5f}")
    print(f"   300 K quantum relaxation rate / (T=0 friction/M): {lr:.5f}")
print(f"width slope {width_slope} [hartree/bohr], level {levels[1]} [hartree]:")
print(f"   friction {gamma_with_width:.5f} [a.u.]")
print(f"   ratio to fixed width {gamma_with_width/gammas[1]:.4f}")
print(f"   lifetime {mass/gamma_with_width*time_ps:.3f} [ps]")
print(f"white noise 2kT*friction, level 0: {2*kT*gammas[0]:.6f} [a.u.]")
print(f"quantum noise factor at frequency: {half_x/np.tanh(half_x):.4f}")
print(f"frequency*lifetime, level 0: {omega*tau0:.2f}")
print(f"crossover energy E_c {energy_c:.4f} [hartree]")
print(f"start energy {energy_start:.4f} [hartree], amplitude {amplitude:.4f} [bohr]")
print(f"initial rate / small-amplitude rate: {slowing:.4f}")
print(f"time to E/e: {time_e*time_ps:.3f} [ps], over lifetime {time_e/tau0:.4f}")
print(f"trajectory energy / predicted energy: {energy_end*np.e/energy_start:.4f}")
print(f"sweep speed / half-width^2: {sweep_speed:.4f}")
print("finished without a failed check")
```

It prints:

```
CHAIN TESTS (hopping=1, length l, hbar=1, one spin)
level 0.1, coupling 0.5, kT 0.05 [hopping]
friction 11, 12, 22: 3.5960 0.6480 0.1732 [hbar/l^2]
tensor eigenvalues: 0.0547 3.7145 [hbar/l^2]
noise 11 / (2 kT friction 11): 1.000000
friction 11 at freq 0.2: 2.9919 [hbar/l^2]
moving level: start 0.25, sweep -0.5 [hopping]
pulse width 20 [hbar/hopping]: absorbed 0.037550 [hopping]
   friction work 0.038084 [hopping], ratio 0.9860
pulse width 40 [hbar/hopping]: absorbed 0.018982 [hopping]
   friction work 0.019042 [hopping], ratio 0.9969
WORKED EXAMPLE (two spins)
mass 50000 [m_e], frequency 0.001 [hartree]
half-width 0.05 [hartree], slope 0.05 [hartree/bohr]
temperature 300 [K], kT 0.000950 [hartree]
level 0.00 [hartree]: friction 0.63662 [a.u.]
   lifetime 78540 [a.u.] = 1.900 [ps]
   linewidth 0.3465 [meV]
   300 K static friction / T=0 value: 0.99764
   300 K quantum relaxation rate / (T=0 friction/M): 0.99738
level 0.05 [hartree]: friction 0.15915 [a.u.]
   lifetime 314159 [a.u.] = 7.599 [ps]
   linewidth 0.0866 [meV]
   300 K static friction / T=0 value: 1.00237
   300 K quantum relaxation rate / (T=0 friction/M): 1.00244
level 0.10 [hartree]: friction 0.02546 [a.u.]
   lifetime 1963495 [a.u.] = 47.495 [ps]
   linewidth 0.0139 [meV]
   300 K static friction / T=0 value: 1.00181
   300 K quantum relaxation rate / (T=0 friction/M): 1.00188
width slope -0.025 [hartree/bohr], level 0.05 [hartree]:
   friction 0.35810 [a.u.]
   ratio to fixed width 2.2500
   lifetime 3.377 [ps]
white noise 2kT*friction, level 0: 0.001210 [a.u.]
quantum noise factor at frequency: 1.0907
frequency*lifetime, level 0: 78.54
crossover energy E_c 0.0250 [hartree]
start energy 0.0750 [hartree], amplitude 1.7321 [bohr]
initial rate / small-amplitude rate: 0.5000
time to E/e: 3.219 [ps], over lifetime 1.6945
trajectory energy / predicted energy: 1.0055
sweep speed / half-width^2: 0.0346
finished without a failed check
```
